# Guyer–Krumhansl Phonon Flow in a Channel and Its Poiseuille Limit, part 2

Phonons carry heat along a flat channel of width $w$. The $x$ axis points along the channel, $y$ runs across it and $z$ is the other direction parallel to the walls. The aim is the effective conductivity $\kappa_{\rm eff}=\bar q/G$, where $\bar q$ is the mean heat flux and $dT/dx=-G$. Dimensions alone suggest $\kappa_{\rm eff}=\text{number}\times Cw^2/\tau$. Gaussian (cgs) units are used.

The model has three phonon branches with $\omega=vk$ and one speed $v$. At temperature $T$ the energy per volume is $U$, and the heat capacity per volume is

$$
C=\frac{dU}{dT}=\frac{2\pi^2}{5}\,k_B\left(\frac{k_BT}{\hbar v}\right)^3 .
$$

Normal collisions (time $\tau_N$) conserve crystal momentum and resistive ones (time $\tau_R$) destroy it. Both times are independent of frequency, and $1/\tau=1/\tau_N+1/\tau_R$.

Let $\phi(\mathbf n,\mathbf r)$ be the energy density per unit solid angle travelling in direction $\mathbf n$, in excess of equilibrium at a fixed temperature $T_0$. Then

$$
E=\int\phi\,d\Omega=C(T-T_0),\qquad \mathbf q=v\int\mathbf n\,\phi\,d\Omega ,
$$

where $\mathbf q$ is the heat flux. The drift velocity $\mathbf u$ obeys $\mathbf q=CT\mathbf u/3$ for $u\ll v$. The kinetic equation is

$$
v\,\mathbf n\cdot\nabla\phi=-\frac{\phi-\phi_R}{\tau_R}-\frac{\phi-\phi_N}{\tau_N},
\tag{1}
$$

with the targets $\phi_R=E/4\pi$ and

$$
\phi_N=\frac{1}{4\pi}\left[E+\frac{3\,\mathbf n\cdot\mathbf q}{v}\right].
$$

When the flux varies slowly over the mean free path $\Lambda=v\tau$, the viscous stress is

$$
\Pi_{ij}=-\frac{v^2\tau}{5}\left(\partial_iq_j+\partial_jq_i\right).
\tag{5}
$$

The viscosity is $\nu=v^2\tau/5$, the bulk conductivity is $\kappa_0=Cv^2\tau_R/3$, and $\ell^2=\nu\tau_R$. With no slip, $q(\pm w/2)=0$, the flux $q=q_x(y)$ and the conductivity are

$$
q(y)=\kappa_0G\left[1-\frac{\cosh(y/\ell)}{\cosh(w/2\ell)}\right],
\tag{8}
$$

$$
\kappa_{\rm eff}=\kappa_0\left[1-\frac{2\ell}{w}\tanh\frac{w}{2\ell}\right].
\tag{9}
$$

## 8. Symbols and results carried over

The channel occupies $|y|<w/2$, with $dT/dx=-G$. The phonons have speed $v$, heat capacity per volume $C$, normal time $\tau_N$ and resistive time $\tau_R$, with $1/\tau=1/\tau_N+1/\tau_R$. The mean free path is $\Lambda=v\tau$, the bulk conductivity is $\kappa_0=Cv^2\tau_R/3$, the viscosity is $\nu=v^2\tau/5$, and $\ell^2=\nu\tau_R$. The flux $q(y)$ obeys $q-\ell^2q''=\kappa_0G$. With no slip at the walls its solution is (8), and the effective conductivity, defined as mean flux divided by $G$, is (9). The kinetic equation behind these results is (1).

## 9. The Poiseuille limit

Let $w\ll\ell$. Then $|y|/\ell$ is small everywhere in the channel, and $\cosh z\approx1+z^2/2$ gives

$$
\frac{\cosh(y/\ell)}{\cosh(w/2\ell)}\approx\frac{1+y^2/2\ell^2}{1+w^2/8\ell^2}\approx1-\frac{1}{2\ell^2}\left(\frac{w^2}{4}-y^2\right).
$$

Equation (8) becomes the parabola

$$
q(y)\approx\frac{\kappa_0G}{2\ell^2}\left(\frac{w^2}{4}-y^2\right).
\tag{10}
$$

For the conductivity put $a=w/2\ell$ and use $\tanh a=a-a^3/3+2a^5/15-\dots$. Then

$$
1-\frac{\tanh a}{a}=\frac{a^2}{3}-\frac{2a^4}{15}+\dots=\frac{a^2}{3}\left(1-\frac{2a^2}{5}+\dots\right),
$$

and, with $a^2=w^2/4\ell^2$,

$$
\kappa_{\rm eff}=\frac{\kappa_0w^2}{12\,\ell^2}\left(1-\frac{w^2}{10\,\ell^2}+\dots\right).
\tag{11}
$$

The ratio in front is $\kappa_0/\ell^2=(Cv^2\tau_R/3)\,(5/v^2\tau\tau_R)=5C/3\tau$. The leading term is therefore

$$
\kappa_P=\frac{5}{36}\,\frac{Cw^2}{\tau}.
\tag{12}
$$

This is the form found from dimensions, now with its number. The peak of (10) is $\kappa_0Gw^2/8\ell^2$ and the mean is $\kappa_0Gw^2/12\ell^2$, so the peak is $3/2$ of the mean. The total heat current per unit depth along $z$ is $w\bar q$ and grows as $w^3$.

Equation (12) can also be written as $\kappa_P=(Cv^2/3)\,t_w$ with $t_w=w^2/12\nu$. It is the bulk formula with the resistive time replaced by the time in which momentum diffuses to the walls. When $\tau_R\gg\tau_N$ one has $\tau\approx\tau_N$, and the resistive time drops out. As long as $\Lambda\ll w\ll\ell$, more frequent normal collisions then raise the conductivity, because they slow the diffusion of momentum to the walls.

## 10. What happens at a real wall

No slip is an assumption about the walls. Consider walls that scatter diffusely: they absorb every arriving phonon and emit phonons isotropically at the local temperature. In the channel, the distribution can be written as

$$
\phi=\frac{1}{4\pi}\left[C(T-T_0)+\frac{3n_x}{v}\,g(y,\mu)\right],\qquad \mu=n_y .
$$

Put this in (1). The gradient contributes $-vn_xCG/4\pi$ on the left. Also $\phi-\phi_R=3n_xg/4\pi v$ and $\phi-\phi_N=3n_x(g-q)/4\pi v$. Dividing by $3n_x/4\pi v$ and multiplying by $\tau$ gives

$$
\Lambda\mu\,\frac{\partial g}{\partial y}+g=S(y),\qquad
S=\kappa_0G\,\varepsilon+(1-\varepsilon)\,q,\qquad \varepsilon=\frac{\tau}{\tau_R}.
\tag{13}
$$

Here $\tau Cv^2G/3=\varepsilon\kappa_0G$ and $\tau/\tau_N=1-\varepsilon$ were used. The flux follows from $q=v\int n_x\phi\,d\Omega$. The integral of $n_x^2$ over the angle around the $y$ axis is $\pi(1-\mu^2)$, so

$$
q(y)=\frac34\int_{-1}^{1}(1-\mu^2)\,g(y,\mu)\,d\mu .
\tag{14}
$$

Isotropic emission means $g=0$ for phonons leaving a wall. Phonons arriving at the wall come from the moving gas and carry flux. Hence $q$ at the wall is not zero.

The size of this slip can be estimated from the momentum that reaches the wall. Consider the lower wall, where $q'>0$ and phonons with $\mu<0$ arrive, and let $\varepsilon$ be small. A few free paths into the gas, (13) gives $g\approx q-\Lambda\mu q'$. The sideways momentum flow there is proportional to

$$
\int_{-1}^{1}\mu(1-\mu^2)\,g\,d\mu=-\Lambda q'\int_{-1}^{1}\mu^2(1-\mu^2)\,d\mu=-\frac{4}{15}\Lambda q'.
$$

At the wall itself the arriving half carries all of it. If the arriving phonons are assumed to keep the same form of $g$, their contribution is

$$
\int_{-1}^{0}\mu(1-\mu^2)(q-\Lambda\mu q')\,d\mu=-\frac q4-\frac{2}{15}\Lambda q'.
$$

The momentum flow changes little over a few free paths when $\Lambda\ll w$. Equating the two expressions gives $q=(8/15)\Lambda q'$. In general the boundary condition for the viscous profile, extrapolated to the wall, is

$$
q_{\rm wall}=\zeta\,\Lambda\,|q'|_{\rm wall},
\tag{15}
$$

with $\zeta\approx8/15=0.533$ in this estimate.

In the narrow limit $|q'|$ at the wall is $\kappa_0Gw/2\ell^2$ by (10). Slip therefore adds the uniform flux $\zeta\Lambda\kappa_0Gw/2\ell^2$ to the parabola. Divided by the mean flux $\kappa_0Gw^2/12\ell^2$, this is a relative increase of $6\zeta\Lambda/w$:

$$
\kappa_{\rm eff}\approx\kappa_P\left(1+\frac{6\zeta\Lambda}{w}\right).
\tag{16}
$$

No slip is thus the leading approximation for $\Lambda\ll w$, and its error is of first order in $\Lambda/w$. Perfectly specular walls behave differently. They reverse $\mu$ and take no momentum along $x$. The uniform solution $g=q=\kappa_0G$ then satisfies (13) and the wall condition, and the channel conducts like the bulk.

## 11. Kinetic equation without closure or no-slip

Equation (13) can be integrated along the phonon paths. For $\mu>0$ the path starts at the lower wall with $g=0$, so

$$
g(y,\mu)=\int_{-w/2}^{y}S(y')\,e^{-(y-y')/\Lambda\mu}\,\frac{dy'}{\Lambda\mu},
$$

and $\mu<0$ is treated in the same way from the upper wall. Insert both in (14), and define $Q=q/\kappa_0G$, $s=|y-y'|/\Lambda$ and $E_n(s)=\int_0^1\mu^{n-2}e^{-s/\mu}d\mu$. The factor $(1-\mu^2)/\mu=1/\mu-\mu$ produces $E_1-E_3$:

$$
Q(y)=\frac34\int_{-w/2}^{w/2}\left[\varepsilon+(1-\varepsilon)Q(y')\right]\left[E_1(s)-E_3(s)\right]\frac{dy'}{\Lambda}.
\tag{17}
$$

This equation uses neither the stress (5) nor a no-slip condition. It still yields the parabola in the core of the channel. Many free paths from the walls the integral may be extended to infinity. The kernel, including the factor $3/4$, then has total weight

$$
\frac34\cdot2\int_0^1\left(\frac1\mu-\mu\right)\mu\,d\mu=1
$$

and second moment

$$
\frac34\cdot2\int_0^1\left(\frac1\mu-\mu\right)2\mu^3\,d\mu=\frac25 .
$$

For small $\varepsilon$ try $Q=\varepsilon(A-By^2)$. Averaging $y'^2$ with the kernel gives $y^2+\frac25\Lambda^2$. To leading order in $\varepsilon$, (17) therefore becomes

$$
A-By^2=1+A-By^2-\tfrac25B\Lambda^2 ,
$$

so $B=5/2\Lambda^2$. The curvature is $Q''=-5\varepsilon/\Lambda^2=-1/\ell^2$, as in (10). In this limit the walls change the constant $A$ but not the curvature of the core.

The slip coefficient requires a numerical solution. The channel was divided into equal cells with constant flux in each, the kernel was integrated analytically over every cell, and the resulting linear equations were solved. In the clean limit, represented by $\ell=100w$, a parabola was fitted to the middle half of the channel and extended to the wall. Widths of $40\Lambda$ and $80\Lambda$, extrapolated linearly in $\Lambda/w$, give $\zeta=0.583$ with cells of width $0.05\Lambda$. Finer cells lower this to $0.582$. The estimate $8/15$ is about 8% lower.

For $w/\Lambda=20$, $40$ and $80$ the kinetic conductivity on this grid is $1.178$, $1.088$ and $1.043$ times the parabolic value. Finer cells raise these ratios by $0.0004$ to $0.0005$, to $1.179$, $1.088$ and $1.044$. Equation (16) with $\zeta=0.583$ gives $1.175$, $1.087$ and $1.044$.

## 12. A worked channel

The parameters are round numbers for a very clean model crystal: $T=10$ K, $v=5\times10^5$ cm/s, $\tau_N=10^{-10}$ s, $\tau_R=10^{-5}$ s, $w=2\times10^{-3}$ cm and $G=0.1$ K/cm. The resistive time is deliberately long, with $v\tau_R=5$ cm, and the normal time deliberately short, to make room for the Poiseuille regime. The ratio $\tau_R/\tau_N=10^5$ is a choice for illustration and does not describe a known crystal. Estimates from lattice anharmonicity for this speed at 10 K put $\tau_N$ near $10^{-7}$ to $10^{-6}$ s. With $\tau_N=10^{-7}$ s the same channel would have $w=0.04\Lambda$ and $\ell=4.5\Lambda$, so transport would be nearly ballistic and no width would show the square law.

The formula of section 2 gives $C=9.785\times10^3$ erg/(cm³ K). The two times combine to $\tau\approx1.000\times10^{-10}$ s. The lengths are

$$
\Lambda=(5\times10^5)(10^{-10})=5.0\times10^{-5}\ \text{cm},
$$

$$
\ell=\Lambda\sqrt{\tau_R/5\tau}=(5.0\times10^{-5})\sqrt{2\times10^4}=7.07\times10^{-3}\ \text{cm}.
$$

Thus $w/\Lambda=40$ and $w/\ell=0.283$. The bulk conductivity would be

$$
\kappa_0=\frac{(9.785\times10^3)(5\times10^5)^2(10^{-5})}{3}=8.15\times10^9\ \text{erg/(s cm K)},
$$

while the parabolic law gives

$$
\kappa_P=\frac{5\,(9.785\times10^3)(2\times10^{-3})^2}{36\,(10^{-10})}=5.44\times10^7\ \text{erg/(s cm K)},
$$

or 544 W/(m K).

The full no-slip result (9) is $5.39\times10^7$ erg/(s cm K). It is 0.8% below the parabolic value, as the correction $w^2/10\ell^2=0.008$ requires. Slip multiplies it by $1+6(0.583)/40=1.087$, which gives $5.86\times10^7$ erg/(s cm K). The numerical solution of (17) gives $5.864\times10^7$ erg/(s cm K) with 800 cells and converges to $5.866\times10^7$ erg/(s cm K), or 587 W/(m K), which is 0.05% above the slip-corrected value.

The fluxes, in $10^6$ erg/(s cm²), are:

| $y/w$ | parabola (10) | no-slip (8) | kinetic (17) |
|---|---|---|---|
| 0 | 8.15 | 8.09 | 8.56 |
| 0.25 | 6.12 | 6.07 | 6.54 |
| 0.40 | 2.94 | 2.91 | 3.39 |

The kinetic flux exceeds the no-slip flux by 0.47 to 0.48 at all three positions. This is the uniform slip flux of section 10, which equals $0.087$ times the mean parabolic flux of $5.44$. In the cell next to the wall, of width $0.05\Lambda$, the kinetic flux is 0.40, and at the wall itself it is 0.36. Both are less than this offset. Equation (15) thus describes the extrapolated core profile and not the flux at the wall itself.

The drift velocity at the centre is $u=3q/CT=3(8.56\times10^6)/(9.785\times10^4)=262$ cm/s. Since $u/v=5\times10^{-4}$, the linearization in $u$ is justified.

The roles of the two collision times appear when each is changed in (17). Making $\tau_R$ ten times longer raises the kinetic conductivity by 0.8%, which is about the size of the resistive correction that it removes. Halving $\tau_N$ raises the conductivity by a factor of 1.90. The factor falls short of 2 mainly because the shorter free path also halves the slip correction: $2(1.044/1.087)=1.92$. The larger value of $w^2/10\ell^2$ accounts for most of the rest.

## 13. How wide the window is

The square law needs

$$
\Lambda\ll w\ll\ell .
$$

A local exponent $p=d\ln\kappa_{\rm eff}/d\ln w$ shows how well it is obeyed. The values below come from (9) and (17), each evaluated at the listed width multiplied and divided by 1.05.

| $w$ (cm) | $w/\Lambda$ | $p$, no-slip | $p$, kinetic |
|---|---|---|---|
| $5\times10^{-6}$ | 0.1 | 2.00 | 0.84 |
| $5\times10^{-5}$ | 1 | 2.00 | 1.09 |
| $5\times10^{-4}$ | 10 | 2.00 | 1.72 |
| $1\times10^{-3}$ | 20 | 2.00 | 1.84 |
| $2\times10^{-3}$ | 40 | 1.98 | 1.90 |
| $4\times10^{-3}$ | 80 | 1.94 | 1.89 |

The no-slip formula keeps its exponent of 2 down to widths at which it no longer applies. At $w=0.1\Lambda$ it gives 340 erg/(s cm K), whereas the kinetic equation gives $2.2\times10^4$ erg/(s cm K). Most phonons there cross from wall to wall without a collision, and viscosity has no meaning.

The kinetic exponent stays below 2 throughout the table. Among the listed widths it is largest at $w=40\Lambda$. Combining (11) and (16) and differentiating the logarithm gives, for small corrections,

$$
p\approx2-\frac{6\zeta\Lambda}{w}-\frac{w^2}{5\ell^2}.
$$

Slip lowers the exponent in narrow channels, and resistive collisions lower it in wide ones. The sum of the two corrections is smallest where its derivative vanishes:

$$
\frac{6\zeta\Lambda}{w^2}=\frac{2w}{5\ell^2}\quad\Rightarrow\quad w_*^3=15\,\zeta\Lambda\ell^2 .
$$

At this width the second correction is half the first, so the total is

$$
2-p=\frac{9\zeta\Lambda}{w_*}=\frac{9\zeta}{(15\zeta)^{1/3}}\left(\frac{\Lambda}{\ell}\right)^{2/3}.
$$

For the present parameters $w_*\approx2.8\times10^{-3}$ cm and $p\approx1.91$, in line with the table. Since $(\Lambda/\ell)^{2/3}=(5\tau/\tau_R)^{1/3}$, the approach to the square law is slow. To halve the remaining deviation, $\tau_R/\tau$ must grow eightfold. With $\tau_R=100\tau$ one has $\ell=4.5\Lambda$, and no width satisfies both conditions.

These numbers belong to a gray, isotropic crystal with diffuse walls. Real dispersion, relaxation times that depend on frequency, and partly specular walls are left out. They can change $\zeta$, the viscosity and the width of the window.

Numerical values quoted here were computed with a short program.
